\section*{Density of Ultrasoft Pseudo Orbitals with Unpseudized Augmentation Charges}

\section*{First half: from projectors to the density}

Rydberg atomic units are used: lengths are in bohr, energies in Ry, and the kinetic operator is $T=-\nabla^2$. One atom sits at the origin. Inside a sphere of radius $r_c$ its all-electron potential $V(r)$ is spherical, and it is held fixed throughout. The partial waves
\[
\psi_i(\mathbf r)=R_i(r)\,Y_{l_im_i}(\hat{\mathbf r}),\qquad (T+V-\varepsilon_i)\psi_i=0 ,
\]
are regular solutions at chosen reference energies $\varepsilon_i$. The index $i$ stands for $l_i$, $m_i$ and the energy together, and no two waves share all three. Each $\psi_i$ has a smooth partner $\phi_i=\tilde R_i(r)Y_{l_im_i}$, which equals $\psi_i$ for $r\ge r_c$ and joins it at $r_c$ with continuous value, slope and curvature.

A local potential $V_{\rm loc}(r)$ is smooth inside the sphere, continuous at $r_c$, and equals $V$ outside. Brackets $\langle\cdot|\cdot\rangle$ are integrals over all space, and a subscript $R$ restricts them to the sphere. The bra is complex conjugated.

The unpseudized augmentation functions are
\begin{equation}
Q_{ij}(\mathbf r)=\psi_i^*(\mathbf r)\psi_j(\mathbf r)-\phi_i^*(\mathbf r)\phi_j(\mathbf r).
\label{eq:Q}
\end{equation}
They vanish for $r\ge r_c$. With projectors $\beta_i$, to be built in part (a), the augmented density of a pseudo orbital $\phi$ is
\begin{equation}
n_{\rm aug}(\mathbf r)=|\phi(\mathbf r)|^2+\sum_{ij}Q_{ij}(\mathbf r)\,\langle\phi|\beta_i\rangle\langle\beta_j|\phi\rangle .
\label{eq:naug}
\end{equation}
The problem is to find out what this density is inside the sphere, and under which conditions it is the density of a true all-electron valence orbital.

\subsection*{(a) Build the projectors}

\emph{Define $\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i$ and $B_{ij}=\langle\phi_i|\chi_j\rangle$, and assume that $B$ is invertible. Show that $\chi_i$ is confined to the sphere, and find combinations $\beta_i$ of the $\chi_j$ with $\langle\beta_i|\phi_j\rangle=\delta_{ij}$.}

\medskip\noindent\textbf{Solution.} For $r>r_c$ we have $\phi_i=\psi_i$ and $V_{\rm loc}=V$, so
\[
\chi_i=(\varepsilon_i-T-V)\psi_i=0 .
\]
The continuous slope at $r_c$ prevents a delta function in $\nabla^2\phi_i$ there. The continuous curvature, together with the continuity of $V_{\rm loc}$, makes $\chi_i$ go to zero at $r_c$ without a jump.

Try $\beta_i=\sum_j A_{ji}\chi_j$. Then
\[
\langle\phi_k|\beta_i\rangle=\sum_jA_{ji}\langle\phi_k|\chi_j\rangle=\sum_jB_{kj}A_{ji}=(BA)_{ki}.
\]
This is $\delta_{ki}$ if $A=B^{-1}$. Hence
\begin{equation}
\beta_i=\sum_j(B^{-1})_{ji}\,\chi_j,\qquad \langle\beta_i|\phi_k\rangle=\langle\phi_k|\beta_i\rangle^*=\delta_{ik}.
\label{eq:dual}
\end{equation}
The $\beta_i$ inherit the confinement of the $\chi_j$.

Duality implies that the $\phi_i$ are linearly independent inside the sphere. If $\sum_ja_j\phi_j=0$ there, projection with $\beta_i$ gives $a_i=0$. The next three parts use the duality and the confinement of the projectors, and nothing else about their construction.

\subsection*{(b) Read off the coefficients}

\emph{Suppose that for $r<r_c$ the pseudo orbital is $\phi=\sum_ic_i\phi_i$. Outside the sphere it may be anything. Find $\langle\beta_i|\phi\rangle$ and $\langle\phi|\beta_i\rangle$.}

\medskip\noindent\textbf{Solution.} Since $\beta_i$ vanishes outside, only the values of $\phi$ inside enter the integral:
\[
\langle\beta_i|\phi\rangle=\langle\beta_i|\phi\rangle_R=\sum_jc_j\langle\beta_i|\phi_j\rangle_R=\sum_jc_j\delta_{ij}=c_i .
\]
Complex conjugation gives $\langle\phi|\beta_i\rangle=c_i^*$.

The numbers $\langle\beta_i|\phi\rangle$ exist for any orbital. What the assumption adds is that they describe $\phi$ completely inside the sphere. An orbital outside the span also has projections, but a part of it is invisible to every $\beta_i$. That part is treated in part (i).

\subsection*{(c) Find the augmented density inside the sphere}

\emph{Under the assumption of part (b), evaluate Eq.~(\ref{eq:naug}) at a point with $r<r_c$. Identify the orbital whose density it is.}

\medskip\noindent\textbf{Solution.} Insert the coefficients and the definition of $Q_{ij}$:
\begin{align*}
\sum_{ij}Q_{ij}\langle\phi|\beta_i\rangle\langle\beta_j|\phi\rangle
&=\sum_{ij}c_i^*c_j\psi_i^*\psi_j-\sum_{ij}c_i^*c_j\phi_i^*\phi_j\\
&=\Big(\sum_ic_i\psi_i\Big)^{\!*}\Big(\sum_jc_j\psi_j\Big)
-\Big(\sum_ic_i\phi_i\Big)^{\!*}\Big(\sum_jc_j\phi_j\Big)\\
&=\Big|\sum_ic_i\psi_i\Big|^2-|\phi|^2 .
\end{align*}
The double sums factorize because every pair $(i,j)$ is present with weight $c_i^*c_j$. The last line uses $\phi=\sum_ic_i\phi_i$ at the point considered. Adding $|\phi|^2$ leaves
\begin{equation}
n_{\rm aug}(\mathbf r)=\Big|\sum_ic_i\psi_i(\mathbf r)\Big|^2,\qquad r<r_c .
\label{eq:main}
\end{equation}
No integration over $\mathbf r$ and no angular average was made, so the equality holds point by point.

The orbital on the right is produced from $\phi$ by the linear map
\begin{equation}
\mathcal T=1+\sum_i\big(|\psi_i\rangle-|\phi_i\rangle\big)\langle\beta_i| .
\label{eq:T}
\end{equation}
Inside the sphere $\mathcal T\phi=\phi+\sum_ic_i(\psi_i-\phi_i)=\sum_ic_i\psi_i$. Outside, $\psi_i=\phi_i$ and $\mathcal T\phi=\phi$. Thus $n_{\rm aug}=|\mathcal T\phi|^2$ in the whole of space: the augmented density is that of the reconstructed orbital.

For several orbitals with occupations $f_n$, Eq.~(\ref{eq:main}) is multiplied by $f_n$ and summed. The result is the reconstructed valence density; core orbitals are not included. With several atoms the same argument holds in each sphere if the spheres do not overlap, since then only the projectors and $Q_{ij}$ of that atom act there.

Two limits show what the augmentation does. If $\phi_i=\psi_i$ for all $i$, then $Q_{ij}=0$ and nothing is added. At a zero of $\sum_ic_i\psi_i$ the augmentation equals $-|\phi|^2$. The augmentation can therefore be negative, although the total is a squared modulus.

\subsection*{(d) Charge, cross terms and index order}

\emph{Find the charge inside the sphere. Which pairs $i\neq j$ contribute to it, and which contribute to the density at a point? What changes if $Q_{ij}$ is replaced by $Q_{ji}$ in Eq.~(\ref{eq:naug})?}

\medskip\noindent\textbf{Solution.} With $q_{ij}=\int Q_{ij}\,d^3r$, integration of Eqs.~(\ref{eq:naug}) and (\ref{eq:main}) over the sphere gives
\[
\langle\phi|\phi\rangle_R+\sum_{ij}c_i^*c_jq_{ij}=\sum_{ij}c_i^*c_j\langle\psi_i|\psi_j\rangle_R .
\]
The angular integral of $Y_{l_im_i}^*Y_{l_jm_j}$ vanishes unless $l_i=l_j$ and $m_i=m_j$. Pairs with different angular character therefore carry no net charge. At a given point their product of spherical harmonics is in general not zero, so they can move charge from one direction to another. The pair adds $2\,{\rm Re}(c_i^*c_jQ_{ij})$ to the density, which vanishes, for example, when $c_i^*c_j$ is imaginary and $Q_{ij}$ is real. A sum restricted to $i=j$ would also lose the interference of two waves with the same $l,m$ and different energies, which carries the charge $2\,{\rm Re}(c_i^*c_jq_{ij})$.

For the index order, note that Eq.~(\ref{eq:Q}) gives $Q_{ji}=Q_{ij}^*$. The density with exchanged indices differs from the correct one by
\[
\sum_{ij}c_i^*c_j(Q_{ij}^*-Q_{ij})=-2i\sum_{ij}c_i^*c_j\,{\rm Im}\,Q_{ij}
=2\sum_{ij}{\rm Im}(c_i^*c_j)\,{\rm Im}\,Q_{ij}.
\]
In the last step, ${\rm Im}\,Q_{ij}$ is antisymmetric in $i,j$. It therefore selects the antisymmetric part of $c_i^*c_j$, which is $i\,{\rm Im}(c_i^*c_j)$. With real partial waves the order is immaterial. A pair contributes to the difference only if both ${\rm Im}(c_i^*c_j)$ and ${\rm Im}\,Q_{ij}$ are nonzero. For real radial functions $Q_{ij}$ is a real function times $e^{i(m_j-m_i)\varphi}$, with $\varphi$ the azimuth, so the second condition needs $m_i\ne m_j$.

\subsection*{(e) One point by hand}

\emph{An electron moves in the model potential $V(r)=-(2/r)(1+2e^{-3r})$ inside a hard-walled cage of radius 10 bohr, with $r_c=2$ bohr. The lowest $s$ state plays the core. The partial waves are the next two $s$ states, called 2s and 3s, and the lowest $p$ state, 2p, with $m=0$ and $m=1$. Their coefficients in this order are $c=(\tfrac12,\tfrac12,\tfrac i2,\tfrac12)$. Compute both sides of Eq.~(\ref{eq:main}) at $r=0.84721$ bohr, polar angle $60^\circ$, azimuth $30^\circ$.}

\medskip\noindent\textbf{Solution.} The radial equation was diagonalized in a basis of piecewise polynomials (spectral elements). Inside the sphere each smooth partner is $r\tilde R=r^{l+1}(a_0+a_1r^2+a_2r^4)$, with the three constants fixed by value, slope and curvature at $r_c$. The radius is a node of the radial mesh, and 0.84721 is its rounded value; at exactly 0.84721 the entries below move by up to $3\times10^{-6}$ and the terms of the augmentation by about $0.02\times10^{-6}$ bohr$^{-3}$. At the node, in bohr$^{-3/2}$:
\begin{center}
\begin{tabular}{lrr}
 & $R$ & $\tilde R$\\
2s & $-0.0782742$ & $0.0911340$\\
3s & $-0.0587240$ & $0.1177683$\\
2p & $0.1476965$ & $0.1225900$
\end{tabular}
\end{center}
All waves are taken positive at $r_c$, so the negative entries show that the all-electron $s$ waves have a node between this radius and $r_c$. The harmonics are $Y_{00}=0.2820948$, $Y_{10}=0.2443013$ and $Y_{11}=-0.2591206-0.1496034\,i$.

The pseudo orbital, in bohr$^{-3/2}$, is the sum of the $s$, $m=0$ and $m=1$ parts:
\begin{align*}
\phi&=0.029465+0.014974\,i+(-0.015883-0.009170\,i)\\
&=0.013582+0.005804\,i,\qquad |\phi|^2=2.182\times10^{-4}\ \text{bohr}^{-3}.
\end{align*}
The first number, for example, is $\tfrac12(0.0911340+0.1177683)Y_{00}$. The same sum with the all-electron waves is
\begin{align*}
\sum_ic_i\psi_i&=-0.019323+0.018041\,i+(-0.019136-0.011048\,i)\\
&=-0.038459+0.006993\,i,
\end{align*}
with squared modulus $1.5280\times10^{-3}$ bohr$^{-3}$.

Now the left side. Write $\Delta_{ab}=R_aR_b-\tilde R_a\tilde R_b$. The four diagonal terms $\tfrac14\Delta_{aa}|Y|^2$ are, in $10^{-6}$ bohr$^{-3}$,
\[
-43.34-207.32+101.25+151.88=2.47 .
\]
The cross terms, each pair counted twice, are
\begin{align*}
\text{2s--3s:}\quad&\tfrac12\Delta_{2s,3s}Y_{00}^2=-244.15,\\
s\text{--}p,\,m=1:\quad&\tfrac12(\Delta_{2s,2p}+\Delta_{3s,2p})Y_{00}\,{\rm Re}\,Y_{11}=1675.50,\\
p,\,m=0\text{--}1:\quad&2\,{\rm Re}\big(-\tfrac i4Y_{10}Y_{11}\big)\Delta_{2p,2p}=-124.01 .
\end{align*}
The pairs of an $s$ wave with 2p, $m=0$ have a purely imaginary $c_i^*c_j$ and a real $Q_{ij}$, so they cancel with their conjugates. The augmentation is $1309.8\times10^{-6}$ bohr$^{-3}$, and
\[
n_{\rm aug}=(0.2182+1.3098)\times10^{-3}=1.5280\times10^{-3}\ \text{bohr}^{-3},
\]
the value found from the all-electron waves. The diagonal terms alone would have given $0.221\times10^{-3}$ bohr$^{-3}$, about one seventh of it. Exchanging the indices would reverse the sign of the last cross term.

\section*{Second half: when the density is that of a true eigenstate}

The symbols carried over are these. The all-electron waves $\psi_i$ have energies $\varepsilon_i$ in the potential $V$, and their smooth partners $\phi_i$ equal them beyond $r_c$. The functions $\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i$ and the projectors $\beta_i=\sum_j(B^{-1})_{ji}\chi_j$, with $B_{ij}=\langle\phi_i|\chi_j\rangle$, vanish outside the sphere, and $\langle\beta_i|\phi_j\rangle=\delta_{ij}$. The augmentation functions $Q_{ij}=\psi_i^*\psi_j-\phi_i^*\phi_j$ have integrals $q_{ij}$. If $\phi=\sum_ic_i\phi_i$ inside the sphere, the augmented density there is $|\sum_ic_i\psi_i|^2$, the density of the reconstructed orbital $\mathcal T\phi=\phi+\sum_i(\psi_i-\phi_i)\langle\beta_i|\phi\rangle$. It remains to relate $\mathcal T\phi$ to solutions of the all-electron equation.

\subsection*{(f) The equation obeyed by the pseudo waves}

\emph{Let $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$ and}
\[
H=T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,\qquad
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| .
\]
\emph{Show that $H\phi_j=\varepsilon_jS\phi_j$ and that $D$ is Hermitian.}

\medskip\noindent\textbf{Solution.} By duality the nonlocal part of $H$ acting on $\phi_j$ is
\[
\sum_i\beta_iD_{ij}=\sum_{ik}(B^{-1})_{ki}B_{ij}\,\chi_k+\varepsilon_j\sum_iq_{ij}\beta_i
=\chi_j+\varepsilon_j\sum_iq_{ij}\beta_i ,
\]
because $\sum_i(B^{-1})_{ki}B_{ij}=\delta_{kj}$. The local part is $(T+V_{\rm loc})\phi_j=\varepsilon_j\phi_j-\chi_j$ by the definition of $\chi_j$. In the sum $\chi_j$ cancels:
\begin{equation}
H\phi_j=\varepsilon_j\Big(\phi_j+\sum_iq_{ij}\beta_i\Big)=\varepsilon_jS\phi_j .
\label{eq:gep}
\end{equation}

For the Hermiticity, let $W_{ij}=\oint(\phi_i^*\partial_r\phi_j-\phi_j\partial_r\phi_i^*)\,dA$ on the surface $r=r_c$. The potential terms cancel in $B_{ij}-B_{ji}^*$, and Green's theorem converts the kinetic terms:
\[
B_{ij}-B_{ji}^*=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_R+W_{ij}.
\]
The same step for the all-electron waves, for which $(\varepsilon_j-T-V)\psi_j=0$, reads
\[
0=(\varepsilon_j-\varepsilon_i)\langle\psi_i|\psi_j\rangle_R+W_{ij},
\]
with the same $W_{ij}$, since values and slopes agree at $r_c$. Subtraction gives $B_{ij}-B_{ji}^*=-(\varepsilon_j-\varepsilon_i)q_{ij}$. With $q_{ji}^*=q_{ij}$,
\[
D_{ij}-D_{ji}^*=-(\varepsilon_j-\varepsilon_i)q_{ij}+\varepsilon_jq_{ij}-\varepsilon_iq_{ij}=0 .
\]

\subsection*{(g) Which eigenstates lie in the span?}

\emph{A pseudo orbital satisfies $(H-\varepsilon S)\phi=0$ and equals $\sum_jc_j\phi_j$ inside the sphere. What follows for the energies of the waves it contains? Is $\mathcal T\phi$ then an all-electron eigenstate?}

\medskip\noindent\textbf{Solution.} Inside the sphere Eq.~(\ref{eq:gep}) gives
\[
0=(H-\varepsilon S)\phi=\sum_jc_j(\varepsilon_j-\varepsilon)S\phi_j .
\]
Multiply by $\phi_i^*$ and integrate over the sphere. The matrix elements of $S$ are
\begin{equation}
\langle\phi_i|S\phi_j\rangle_R=\langle\phi_i|\phi_j\rangle_R+q_{ij}=\langle\psi_i|\psi_j\rangle_R\equiv G_{ij},
\label{eq:gram}
\end{equation}
so $\sum_jG_{ij}(\varepsilon_j-\varepsilon)c_j=0$ for every $i$.

The matrix $G$ is the overlap matrix of the all-electron waves, and it is positive definite if they are linearly independent in the sphere. They are: waves with different $l,m$ are orthogonal, and waves with the same $l,m$ solve one differential equation with different eigenvalues. Therefore
\begin{equation}
(\varepsilon_j-\varepsilon)\,c_j=0\quad\text{for every }j .
\label{eq:selection}
\end{equation}
Each wave present in the orbital has its reference energy at $\varepsilon$. An eigenstate whose energy equals none of the reference energies cannot lie in the span.

When Eq.~(\ref{eq:selection}) holds, $\mathcal T\phi=\sum_jc_j\psi_j$ solves the all-electron equation at energy $\varepsilon$ inside the sphere. Outside it equals $\phi$, which obeys the same equation there, and value and slope are continuous at $r_c$. So $\mathcal T\phi$ is an all-electron eigenstate, and $n_{\rm aug}$ is its density everywhere.

Conversely, take an all-electron eigenstate whose $l,m$ components in the sphere all have a partial wave at its energy. Replacing $\psi_j$ by $\phi_j$ inside yields a pseudo eigenstate in the span with the same energy. Both statements require that the potential in the sphere is the $V$ for which the waves were made. If a new chemical environment changes it, Eq.~(\ref{eq:main}) still holds, but $\mathcal T\phi$ is then built from waves of the old potential.

A superposition of reference states with different energies is not an energy eigenstate, yet it lies in the span, and its density is covered pointwise.

\subsection*{(h) A mixture computed from two separate eigenproblems}

\emph{For the model of part (e), obtain the pseudo orbitals from $Hu=\varepsilon Su$ and the all-electron orbitals from their own equation. Compare the densities of the mixture with $c=(\tfrac12,\tfrac12,\tfrac i2,\tfrac12)$.}

\medskip\noindent\textbf{Solution.} Inside the sphere $V_{\rm loc}=a+br^2$, with $a$ and $b$ fixed by value and slope at $r_c$. Both eigenproblems were diagonalized on the same spectral-element mesh, and for each all-electron state the pseudo eigenstate nearest in energy was taken. The choice matters, because the lowest $s$ level of this pseudo problem, at $-1.545$ Ry, is a ghost: it has no all-electron counterpart (the core level is at $-2.731$ Ry), and by part (g) it lies outside the span. The energies of the chosen states agree with the all-electron ones to the eight decimals computed: $-0.35704$ Ry for 2s ($-4.858$ eV), $0.02642$ Ry for 3s and $-0.24344$ Ry for 2p. Since $V<-2/r$, the potential alone binds a 3s state below the hydrogen value $-1/9$ Ry; the wall at 10 bohr compresses this state and lifts its energy above zero.

The mixture was projected on the $\beta_i$ by quadrature in three dimensions, which returned the four coefficients to seven decimals. Along polar angle $60^\circ$ and azimuth $30^\circ$ the densities, in $10^{-3}$ bohr$^{-3}$, are:
\begin{center}
\begin{tabular}{ccrcc}
$r$ (bohr) & $|\phi|^2$ & augment. & sum & all-electron\\
0.121 & 0.3291 & 112.7972 & 113.1263 & 113.1263\\
0.424 & 0.2116 & 21.6447 & 21.8564 & 21.8564\\
0.847 & 0.2182 & 1.3098 & 1.5280 & 1.5280\\
1.302 & 0.3928 & $-0.2667$ & 0.1261 & 0.1261\\
1.694 & 0.6599 & $-0.0396$ & 0.6202 & 0.6202\\
1.942 & 0.8137 & $-0.0003$ & 0.8134 & 0.8134
\end{tabular}
\end{center}
Near the nucleus almost the whole density is augmentation. At 1.302 bohr the augmentation removes about two thirds of the pseudo density. It fades towards $r_c$, where $\psi_i$ and $\phi_i$ merge.

Over all mesh points in the sphere the largest difference between the two densities is $7\times10^{-10}$ bohr$^{-3}$, which is numerical error. Without the cross terms the largest difference on the same points is $0.10$ bohr$^{-3}$, comparable with the largest density in the table. With exchanged indices it is $6\times10^{-4}$ bohr$^{-3}$.

\subsection*{(i) An orbital outside the span}

\emph{For a general $\phi$ let $p_i=\langle\beta_i|\phi\rangle$ and $\phi=\sum_ip_i\phi_i+\delta$ inside the sphere. Find $n_{\rm aug}-|\mathcal T\phi|^2$. Then take one angular channel with reference energies $\varepsilon_1,\varepsilon_2$ and find how the error of $n_{\rm aug}$ against the true density depends on the energy $\varepsilon$ of an eigenstate.}

\medskip\noindent\textbf{Solution.} Duality gives $\langle\beta_i|\delta\rangle=p_i-p_i=0$, so $\delta$ is the part the projectors do not see. Put $a=\sum_ip_i\phi_i$ and $b=\sum_ip_i\psi_i$. Then $\phi=a+\delta$, $\mathcal T\phi=b+\delta$, and
\begin{align*}
n_{\rm aug}&=|a+\delta|^2+|b|^2-|a|^2=|b|^2+|\delta|^2+2\,{\rm Re}\,\delta^*a,\\
|\mathcal T\phi|^2&=|b|^2+|\delta|^2+2\,{\rm Re}\,\delta^*b .
\end{align*}
The difference is
\begin{equation}
n_{\rm aug}-|\mathcal T\phi|^2=-2\,{\rm Re}\Big[\delta^*\sum_ip_i(\psi_i-\phi_i)\Big].
\label{eq:residual}
\end{equation}
It is of first order in $\delta$ and vanishes where the partial waves and their partners coincide.

For the energy dependence, consider the regular solutions of the pseudo and the all-electron equation in the sphere at energy $\varepsilon$, scaled to the same value at $r_c$. Assume that this value is not zero, that the pseudo solution is unique, and that both depend smoothly on $\varepsilon$. At $\varepsilon_1$ and at $\varepsilon_2$ the pseudo solution is a single $\phi_i$, so by Eq.~(\ref{eq:main}) the density error is zero at every point. A smooth function of $\varepsilon$ with these two zeros has the form
\begin{equation}
n_{\rm aug}-n_{\rm true}=P(\varepsilon)\,g(\mathbf r,\varepsilon),\qquad P=(\varepsilon-\varepsilon_1)(\varepsilon-\varepsilon_2),
\label{eq:law}
\end{equation}
with $g$ smooth.

In given surroundings the two eigenenergies could also differ. They are fixed by the logarithmic derivative $x=u'/u$ at $r_c$, where $u$ is $r$ times the radial function. Differentiating $(H-\varepsilon S)\phi=0$ with respect to $\varepsilon$ gives $(H-\varepsilon S)\dot\phi=S\phi$. Multiply by $\phi$, taken with a real radial part, and integrate over the sphere. Since $D$ and $q$ are Hermitian, only the kinetic boundary term survives:
\[
\langle\phi|S\phi\rangle_R=-(u\dot u'-u'\dot u)\big|_{r_c}=-u^2(r_c)\,\frac{dx}{d\varepsilon}.
\]
The all-electron solution obeys the same relation with $S=1$. At a reference energy Eq.~(\ref{eq:gram}) makes the left sides equal. The two functions $x(\varepsilon)$ thus agree in value and slope at $\varepsilon_1$ and $\varepsilon_2$, so their difference, and with it the energy error, is of order $P^2$. For equal $u(r_c)$ the outer parts of the two orbitals then differ at order $P^2$. The charges in the sphere, $-u^2(r_c)\,dx/d\varepsilon$, differ by the energy derivative of a quantity of order $P^2$, which is of order $P$. Normalizing the two orbitals in all space thus changes their relative scale at order $P$ at most, and Eq.~(\ref{eq:law}) keeps its form.

In the model, smaller cages shift the 2s energy while the pseudopotential, made at 10 bohr, stays the same. The error below is the largest deviation of $r^2n$, angle-integrated, over the radial mesh points in the sphere, relative to the largest true value on those points:
\begin{center}
\begin{tabular}{ccccc}
cage (bohr) & $\varepsilon$ (Ry) & $|P|$ (Ry$^2$) & error & error$/|P|$ (Ry$^{-2}$)\\
9 & $-0.35156$ & 0.00207 & $0.68\times10^{-4}$ & 0.033\\
8 & $-0.33968$ & 0.00635 & $2.0\times10^{-4}$ & 0.032\\
7 & $-0.31414$ & 0.01461 & $4.5\times10^{-4}$ & 0.031
\end{tabular}
\end{center}
For the first row, $|P|=0.00548\times0.37798$ Ry$^2$. The error grows more than sixfold while its ratio to $|P|$ falls by about 7 per cent, as expected of a smooth $g$. At 7 bohr the pseudo and all-electron energies, $-0.314137$ and $-0.314138$ Ry, differ by less than $2\times10^{-6}$ Ry.

\subsection*{(j) What a pseudized $Q$ keeps}

\emph{Replace $Q_{ij}$ by smoother functions $\hat Q_{ij}$, also confined to the sphere, with the same integrals $q_{ij}$. What remains of the result for an orbital in the span? Evaluate the 2s case with $4\pi r^2\hat Q=C\,r^2(1-r^2/r_c^2)^2$.}

\medskip\noindent\textbf{Solution.} The density changes by $\sum_{ij}c_i^*c_j(\hat Q_{ij}-Q_{ij})$. Its integral is zero, so the charge in the sphere is kept. Its value at a point is in general not zero, so the pointwise equality is lost.

For 2s the all-electron charge in the sphere is 0.072265 electrons and the pseudo charge 0.058961, which leaves $q=0.013304$. The constant follows from
\[
\int_0^{r_c}r^2\Big(1-\frac{r^2}{r_c^2}\Big)^2dr=r_c^3\Big(\frac13-\frac25+\frac17\Big)=\frac{8r_c^3}{105}=0.6095\ \text{bohr}^3,
\]
so $C=0.01330/0.6095=0.0218$ bohr$^{-3}$. The charge is again 0.07227 electrons, but the radial density $4\pi r^2n$ is wrong by up to $0.043$ bohr$^{-1}$. Its mean value in the sphere is $0.07227/2=0.036$ bohr$^{-1}$, so the largest local error exceeds the mean density. With the unpseudized $Q$ the corresponding error is $6\times10^{-10}$ bohr$^{-1}$, again numerical.
